# Hexagon states, torus loops and the kagome flat-band touching at Γ: a numerical check

```python
"""Kagome flat band: counting localized and loop states on a torus.

Result under test: for H = -t * (nearest-neighbour adjacency), t > 0, a torus
of N cells has exactly N+1 states at E = 2t: N-1 independent hexagon states
plus two noncontractible loops. A flat band holds only N, so its neighbour
touches it, at Gamma only.
Symbols: t hopping (eV); a lattice constant (length unit, a = 1);
L1, L2 torus lengths in cells; k1, k2 = k.a1, k.a2 (rad);
f = 1 + exp(i k1) + exp(i k2). Sites A, B, C sit at R, R+a1/2, R+a2/2.
"""
import numpy as np

T = 1.0
AXES = np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
BASIS = np.array([[0.0, 0.0], [0.5, 0.0], [0.0, 0.5]])


def lattice(sizes):
    cells = np.array([(i, j) for i in range(sizes[0])
                      for j in range(sizes[1]) for _ in range(3)])
    sub = np.tile(np.arange(3), sizes[0] * sizes[1])
    return cells, sub, cells + BASIS[sub]


def wrap(d, sizes):
    s = np.array(sizes)
    return d - s * np.round(d / s)


def hamiltonian(sizes, t_up=T, t_down=T, twist=(0.0, 0.0), chiral=0.0):
    """Bonds are found from distances; same-cell bonds form up triangles."""
    cells, sub, pos = lattice(sizes)
    d = wrap(pos[:, None] - pos[None], sizes)
    bond = np.abs(np.linalg.norm(d @ AXES, axis=2) - 0.5) < 1e-9
    same = np.all(cells[:, None] == cells[None], axis=2)
    turn = np.array([0, 1, -1])[(sub[:, None] - sub[None]) % 3]
    phase = d @ (np.array(twist) / np.array(sizes)) + chiral * turn
    return -np.where(same, t_up, t_down) * bond * np.exp(1j * phase)


def hexagons(sizes, twist=(0.0, 0.0)):
    """Rows: alternating signs on the six sites nearest each hexagon centre."""
    pos = lattice(sizes)[2]
    rows = []
    for i in range(sizes[0]):
        for j in range(sizes[1]):
            d = wrap(pos - np.array([i + 0.5, j + 0.5]), sizes)
            xy = d @ AXES
            ring = np.abs(np.linalg.norm(xy, axis=1) - 0.5) < 1e-9
            assert ring.sum() == 6
            sign = np.round(np.cos(3 * np.arctan2(xy[:, 1], xy[:, 0])))
            gauge = np.exp(1j * d @ (np.array(twist) / np.array(sizes)))
            rows.append(ring * sign * gauge)
    return np.array(rows)


def index(i, j, s, sizes):
    return 3 * ((i % sizes[0]) * sizes[1] + j % sizes[1]) + s


def loops(sizes):
    w = np.zeros((2, 3 * sizes[0] * sizes[1]))
    for i in range(sizes[0]):
        w[0, index(i, 0, 0, sizes)] = 1
        w[0, index(i, 0, 1, sizes)] = -1
    for j in range(sizes[1]):
        w[1, index(0, j, 0, sizes)] = 1
        w[1, index(0, j, 2, sizes)] = -1
    return w


def incidence(sizes):
    rows = []
    for i in range(sizes[0]):
        for j in range(sizes[1]):
            for shift in (0, 1):
                row = np.zeros(3 * sizes[0] * sizes[1])
                row[index(i, j, 0, sizes)] = 1
                row[index(i - shift, j, 1, sizes)] = 1
                row[index(i, j - shift, 2, sizes)] = 1
                rows.append(row)
    return np.array(rows)


def bloch(h, sizes, k):
    """3x3 Bloch matrix read off from the real-space matrix, any k."""
    cells, sub, _ = lattice(sizes)
    half = np.array(sizes) // 2
    shift = (cells + half) % np.array(sizes) - half
    weight = np.exp(1j * shift @ np.array(k))
    return np.array([[np.sum((h[s] * weight)[sub == q]) for q in range(3)]
                     for s in range(3)])


def at_level(h, energy):
    return int(np.sum(np.abs(np.linalg.eigvalsh(h) - energy) < 1e-8))


def f_abs(k):
    return abs(1 + np.exp(1j * k[0]) + np.exp(1j * k[1]))


def flat_vector(k):
    x, y = np.exp(-1j * k[0]), np.exp(-1j * k[1])
    return np.array([y - x, 1 - y, x - 1])


rank = np.linalg.matrix_rank

# Counting on several tori, including unequal lengths.
for size in [(3, 3), (4, 3), (5, 4), (6, 3)]:
    n = size[0] * size[1]
    h, hexa, w, m = (hamiltonian(size), hexagons(size), loops(size),
                     incidence(size))
    assert np.allclose(h, 2 * T * np.eye(3 * n) - T * m.T @ m)
    for states in (hexa, w):
        assert np.allclose(states @ h.T, 2 * T * states)
    assert np.allclose(hexa.sum(axis=0), 0)
    assert rank(hexa) == n - 1
    assert rank(np.vstack([hexa, w[:1]])) == n
    assert rank(np.vstack([hexa, w])) == n + 1
    assert rank(m) == 2 * n - 1
    assert at_level(h, 2 * T) == n + 1
    # Explicit site list of each hexagon state against the geometric one.
    for i in range(size[0]):
        for j in range(size[1]):
            ref = np.zeros(3 * n)
            for di, dj, s, c in [(0, 1, 0, 1), (1, 0, 0, -1), (0, 0, 1, 1),
                                 (0, 1, 1, -1), (1, 0, 2, 1), (0, 0, 2, -1)]:
                ref[index(i + di, j + dj, s, size)] += c
            assert np.allclose(ref, hexa[i * size[1] + j])
    # Shifting a loop by one cell adds or removes a row of hexagons.
    grid = w.reshape(2, size[0], size[1], 3)
    row1 = hexa.reshape(size[0], size[1], -1)[:, 0].sum(axis=0)
    row2 = hexa.reshape(size[0], size[1], -1)[0].sum(axis=0)
    assert np.allclose(np.roll(grid[0], 1, axis=1).ravel() - w[0], row1)
    assert np.allclose(w[1] - np.roll(grid[1], 1, axis=0).ravel(), row2)

# Main example: the last torus of the loop, 6 x 3.
sums_hex = np.abs(hexa.reshape(n, n, 3).sum(axis=1)).max()
sums_w = w.reshape(2, n, 3).sum(axis=1)
assert sums_hex < 1e-12
assert np.allclose(sums_w, [[size[0], -size[0], 0], [size[1], 0, -size[1]]])
print(f"hopping t = {T:.3f} eV")
print(f"torus = {size[0]} x {size[1]} cells, N = {n}, sites = {3 * n}")
print(f"rank of hexagon states = {rank(hexa)}")
print(f"rank with loop W1 added = {rank(np.vstack([hexa, w[:1]]))}")
print(f"rank with both loops added = {rank(np.vstack([hexa, w]))}")
print(f"triangles = {len(m)}, rank of triangle rules = {rank(m)}")
print(f"eigenvalues at 2t = {at_level(h, 2 * T)}")
print(f"largest sublattice sum of a hexagon state = {sums_hex:.1f}")
for name, s in zip(("W1", "W2"), sums_w):
    print(f"sublattice sums (A,B,C) of {name} = "
          + ", ".join(f"{x + 0.0:.0f}" for x in s))

# Momentum-resolved count, and overlaps of normalized hexagon states.
allowed = [(2 * np.pi * i / size[0], 2 * np.pi * j / size[1])
           for i in range(size[0]) for j in range(size[1])]
counts = [at_level(bloch(h, size, k), 2 * T) for k in allowed]
assert counts[0] == 2 and all(c == 1 for c in counts[1:])
gram = (hexa @ hexa.conj().T).real / 6
assert np.allclose(np.linalg.eigvalsh(gram),
                   sorted((9 - f_abs(k)**2) / 6 for k in allowed))
print(f"states at 2t at Gamma = {counts[0]}")
print(f"states at 2t at each other allowed k = {max(counts[1:])}")
print(f"sum over allowed k = {sum(counts)}")
big = hexagons((6, 6))
neighbour = (big[0] @ big[6].conj()).real / 6
assert abs(neighbour + 1 / 6) < 1e-12
print(f"overlap of adjacent normalized hexagon states = {neighbour:.4f}")

# Bands and flat-band vector at random momenta.
rng = np.random.default_rng(4)
for k in rng.uniform(-np.pi, np.pi, (60, 2)):
    hk, v, fa = bloch(h, size, k), flat_vector(k), f_abs(k)
    assert np.allclose(np.linalg.eigvalsh(hk),
                       [-T * (1 + fa), -T * (1 - fa), 2 * T])
    assert np.allclose(hk @ v, 2 * T * v)
    assert np.isclose(np.vdot(v, v).real, 9 - fa**2)
k = allowed[size[1]]
print(f"sample k: k1 = {k[0]:.4f} rad, k2 = {k[1]:.4f} rad")
print(f"|f| there = {f_abs(k):.4f}")
print(f"|v|^2 there = {np.vdot(flat_vector(k), flat_vector(k)).real:.4f}")
for label, q in [("Gamma", (0, 0)), ("sample k", k), ("M", (np.pi, 0)),
                 ("K", (2 * np.pi / 3, -2 * np.pi / 3))]:
    e = np.linalg.eigvalsh(bloch(h, size, q))
    print(f"bands at {label} = " + ", ".join(f"{x:.4f}" for x in e) + " eV")

# Quadratic touching in several directions; direction-dependent limit.
q = 0.05
for angle in (0.0, 0.4, 1.1, np.pi / 2):
    k = AXES @ (q * np.array([np.cos(angle), np.sin(angle)]))
    drop = 2 * T - np.linalg.eigvalsh(bloch(h, size, k))[1]
    assert abs(drop / (T * q**2 / 4) - 1) < 1e-3  # quartic terms remain
print(f"(2t - E)/k^2 near Gamma, k = {q} /a: {drop / q**2:.4f} eV a^2")
vec = [np.linalg.eigh(bloch(h, size, k))[1][:, 2]
       for k in [(1e-3, 0.0), (0.0, 1e-3)]]
overlap = abs(np.vdot(vec[0], vec[1]))
assert abs(overlap - 0.5) < 2e-3  # finite k leaves a linear correction
print(f"flat-vector overlap, Gamma approached at k2=0 and k1=0: {overlap:.3f}")

# A boundary twist removes Gamma and with it the extra state.
twist = (np.pi, 0.0)
ht, hext = hamiltonian(size, twist=twist), hexagons(size, twist)
assert np.allclose(hext @ ht.T, 2 * T * hext)
assert rank(hext) == n and at_level(ht, 2 * T) == n
gap = 2 * T - np.linalg.eigvalsh(ht)[-n - 1]
assert np.isclose(gap, T * (3 - f_abs((np.pi / size[0], 0))))
print(f"boundary twist along a1 = {twist[0]:.4f} rad")
print(f"twisted: hexagon rank = {rank(hext)}, "
      f"states at 2t = {at_level(ht, 2 * T)}")
print(f"twisted: next level lies below 2t by {gap:.4f} eV")

# Unequal triangles: Dirac points open, flat-band touching survives.
tu, td = 1.0, 0.6
hb = hamiltonian(size, t_up=tu, t_down=td)
assert at_level(hb, tu + td) == n + 1
assert np.allclose(hexa @ hb.T, (tu + td) * hexa)
assert np.allclose(w @ hb.T, (tu + td) * w)
assert at_level(bloch(hb, size, (0, 0)), tu + td) == 2
ek = np.linalg.eigvalsh(bloch(hb, size, (2 * np.pi / 3, -2 * np.pi / 3)))
assert np.isclose(ek[1] - ek[0], 3 * abs(tu - td))
print(f"unequal triangles: t_up = {tu:.1f} eV, t_down = {td:.1f} eV")
print(f"unequal: flat level = {tu + td:.1f} eV, "
      f"states there = {at_level(hb, tu + td)}")
print(f"unequal: Dirac gap at K = {ek[1] - ek[0]:.4f} eV")

# Circulating hopping phase: flat states lost and touching removed.
phi = 0.1
hc = hamiltonian(size, chiral=phi)
eg = np.linalg.eigvalsh(bloch(hc, size, (0, 0)))
assert np.isclose(eg[2] - eg[1], 4 * np.sqrt(3) * T * np.sin(phi))
axis = 2 * np.pi * np.arange(24) / 24
bands = np.array([np.linalg.eigvalsh(bloch(hc, size, (x, y)))
                  for x in axis for y in axis])
width = np.ptp(bands[:, 2])
direct = np.min(bands[:, 2] - bands[:, 1])
assert width > 0.01 and direct > 0.01
assert np.abs(hexa @ hc.T - 2 * T * hexa).max() > 0.01
print(f"circulating hopping phase = {phi:.1f} rad")
print(f"with phase: splitting at Gamma = {eg[2] - eg[1]:.4f} eV")
print(f"with phase: top-band width on 24 x 24 k grid = {width:.4f} eV")
print(f"with phase: smallest direct gap on that grid = {direct:.4f} eV")

# Spacing from the flat level to the next level on growing tori.
for length in (6, 12, 18):
    levels = np.linalg.eigvalsh(hamiltonian((length, length)))
    number = length**2
    assert np.sum(np.abs(levels - 2 * T) < 1e-8) == number + 1
    spacing = 2 * T - levels[-number - 2]
    estimate = 4 * np.pi**2 * T / (3 * length**2)
    assert abs(spacing / estimate - 1) < 2 / length  # finite-k correction
    print(f"L = {length}: states at 2t = {number + 1}, next level below by "
          f"{spacing:.4f} eV, quadratic estimate {estimate:.4f} eV")

print("finished without a failed check")
```

It prints:

```
hopping t = 1.000 eV
torus = 6 x 3 cells, N = 18, sites = 54
rank of hexagon states = 17
rank with loop W1 added = 18
rank with both loops added = 19
triangles = 36, rank of triangle rules = 35
eigenvalues at 2t = 19
largest sublattice sum of a hexagon state = 0.0
sublattice sums (A,B,C) of W1 = 6, -6, 0
sublattice sums (A,B,C) of W2 = 3, 0, -3
states at 2t at Gamma = 2
states at 2t at each other allowed k = 1
sum over allowed k = 19
overlap of adjacent normalized hexagon states = -0.1667
sample k: k1 = 1.0472 rad, k2 = 0.0000 rad
|f| there = 2.6458
|v|^2 there = 2.0000
bands at Gamma = -4.0000, 2.0000, 2.0000 eV
bands at sample k = -3.6458, 1.6458, 2.0000 eV
bands at M = -2.0000, 0.0000, 2.0000 eV
bands at K = -1.0000, -1.0000, 2.0000 eV
(2t - E)/k^2 near Gamma, k = 0.05 /a: 0.2500 eV a^2
flat-vector overlap, Gamma approached at k2=0 and k1=0: 0.500
boundary twist along a1 = 3.1416 rad
twisted: hexagon rank = 18, states at 2t = 18
twisted: next level lies below 2t by 0.0907 eV
unequal triangles: t_up = 1.0 eV, t_down = 0.6 eV
unequal: flat level = 1.6 eV, states there = 19
unequal: Dirac gap at K = 1.2000 eV
circulating hopping phase = 0.1 rad
with phase: splitting at Gamma = 0.6917 eV
with phase: top-band width on 24 x 24 k grid = 0.3458 eV
with phase: smallest direct gap on that grid = 0.6819 eV
L = 6: states at 2t = 37, next level below by 0.3542 eV, quadratic estimate 0.3655 eV
L = 12: states at 2t = 145, next level below by 0.0907 eV, quadratic estimate 0.0914 eV
L = 18: states at 2t = 325, next level below by 0.0405 eV, quadratic estimate 0.0406 eV
finished without a failed check
```
